\section*{Phase control of yields and angular distributions by multiphoton interference}

\section{Definitions and conventions}

Atomic units are used in the derivation. A field of frequency $\omega$ acts together with its harmonic $m\omega$, where $m=3$ or $m=2$:
\begin{equation}
\mathbf E(t)=\tfrac12\left[\mathcal E_1\mathbf e_1e^{-i\omega t}+\mathcal E_m\mathbf e_me^{-im\omega t}\right]+\text{c.c.},\qquad \mathcal E_j=F_je^{i\phi_j}.
\end{equation}
For linear polarization each part is $F_j\cos(\omega_jt-\phi_j)$, with $\omega_j=j\omega$. The polarization vectors have unit length and may be complex. The coupling is electric dipole, $V(t)=-\boldsymbol\mu\cdot\mathbf E(t)$, and the absorption operators are $V_j=-\boldsymbol\mu\cdot\mathbf e_j$.

The unperturbed Hamiltonian is $H_0$, and $G(E)=(E-H_0)^{-1}$. The sample starts in a level of energy $E_i$ and angular momentum $J$ with equal populations of all $M$:
\begin{equation}
\rho=\frac1{2J+1}\sum_M|iJM\rangle\langle iJM|.
\end{equation}
This is what isotropic means here. A thermal sample is a weighted sum of such levels, and the results below hold for each term.

The final energy is $E=E_i+m\omega$. A product channel $q$ is specified by internal states of the fragments, with no reference to a direction in space. Its projector per unit energy is
\begin{equation}
P_q=\sum_\nu\int d\hat{\mathbf k}\,|Eq\nu\hat{\mathbf k}^-\rangle\langle Eq\nu\hat{\mathbf k}^-|,
\end{equation}
where $\nu$ labels angular-momentum projections of the fragments. The superscript minus denotes the incoming-wave condition: the outgoing part contains only the chosen channel and direction. These states are normalized to $\delta(E-E')$.

Two assumptions fix the regime. The energies $E_i+n\omega$ with $n<m$ lie below every product threshold and away from resonances. The rates are taken at lowest order, with $F_m$ counted as being of order $F_1^m$, so that the two routes can compete.

\section{The two amplitudes}

Let the part of the wave function with $n$ absorbed $\omega$ photons be $e^{-i(E_i+n\omega)t}|\chi_n\rangle$, with $|\chi_0\rangle=|i\rangle$. Putting this into the Schr\"odinger equation and collecting equal frequencies at lowest order gives
\begin{equation}
(E_i+n\omega-H_0)|\chi_n\rangle=\tfrac12\mathcal E_1V_1|\chi_{n-1}\rangle .
\end{equation}
Hence $|\chi_n\rangle=\frac12\mathcal E_1G(E_i+n\omega)V_1|\chi_{n-1}\rangle$ for the closed intermediate steps. The last photon and the single harmonic photon both drive the continuum at energy $E$. Their common source is $e^{-iEt}S|i\rangle$, with
\begin{equation}
S=\frac{\mathcal E_m}{2}V_m+\left(\frac{\mathcal E_1}{2}\right)^mT_m,
\end{equation}
\begin{align}
T_2&=V_1G(E_i+\omega)V_1,\\
T_3&=V_1G(E_i+2\omega)V_1G(E_i+\omega)V_1.
\end{align}

The coefficient $c_f$ of a final state obeys $i\dot c_f=\langle f|S|i\rangle e^{i(E_f-E)t}$. At long times $|c_f|^2$ grows as $2\pi t\,\delta(E_f-E)|\langle f|S|i\rangle|^2$. Summing over the states in channel $q$ and averaging over $M$ gives
\begin{equation}
\Gamma_q=2\pi\,\mathrm{Tr}\left[\rho S^\dagger P_qS\right].
\end{equation}
Define
\begin{align}
S_{11}^q&=\mathrm{Tr}[\rho V_m^\dagger P_qV_m],\\
S_{mm}^q&=\mathrm{Tr}[\rho T_m^\dagger P_qT_m],\\
S_{1m}^q&=\mathrm{Tr}[\rho V_m^\dagger P_qT_m].
\end{align}
The square of $S$ has two direct terms and two complex-conjugate cross terms, so
\begin{equation}
\begin{split}
\frac{\Gamma_q}{2\pi}={}&\frac{F_m^2}{4}S_{11}^q+\left(\frac{F_1}{2}\right)^{2m}S_{mm}^q\\
&+F_m\left(\frac{F_1}{2}\right)^m\mathrm{Re}\left[e^{i\Phi}S_{1m}^q\right],\qquad \Phi=m\phi_1-\phi_m.
\end{split}
\label{rate}
\end{equation}
The factor 2 from the paired cross terms has cancelled the $\frac12$ multiplying $\mathcal E_m$. A shift of the time origin by $\tau$ changes $\phi_1$ by $\omega\tau$ and $\phi_m$ by $m\omega\tau$, up to a common sign. It leaves $\Phi$ unchanged, as a physical phase must.

\section{One plus two photons: the yield}

For $m=2$ the interference is governed by the tensor
\begin{equation}
K_{ijk}=\mathrm{Tr}\left[\rho\mu_iP_q\mu_jG(E_i+\omega)\mu_k\right].
\end{equation}
The operators $\rho$, $P_q$ and $G$ commute with rotations, while $\boldsymbol\mu$ turns as a vector. Since a trace is unchanged by a unitary transformation, $K_{ijk}$ has the same components in every rotated frame.

A half turn about $x$ reverses the $y$ and $z$ components. A non-zero component therefore has an even total number of $y$ and $z$ indices. Half turns about $y$ and $z$ give the same condition for the other pairs. The numbers of $x$, $y$ and $z$ indices must then have equal parity. Their sum is three, so each index occurs once.

A quarter turn about $z$ sends $x\to y$ and $y\to-x$, whence $K_{xyz}=-K_{yxz}$. The corresponding turns about the other axes give a sign change for every exchange of two indices. Thus
\begin{equation}
K_{ijk}=\kappa\,\epsilon_{ijk}.
\end{equation}
The three dipole couplings supply a factor $(-1)^3$, and
\begin{equation}
S_{12}^q=-\kappa\,\mathbf e_2^*\cdot(\mathbf e_1\times\mathbf e_1)=0.
\label{zero}
\end{equation}
The leading interference vanishes in every channel yield, for any polarizations. The proof does not use parity, so it includes chiral molecules. When levels and channels have definite behaviour under inversion, parity gives a second reason: one photon and two photons then reach states of opposite parity.

Both photons in (\ref{zero}) come from one field with one polarization vector. If two fields $a$ and $b$ of different frequencies supply them, the two absorption orders contribute
\begin{equation}
-[\kappa(\omega_b)-\kappa(\omega_a)]\,\mathbf e_2^*\cdot(\mathbf e_a\times\mathbf e_b),
\end{equation}
where the argument of $\kappa$ is the frequency absorbed first. This need not vanish in a chiral sample. Inversion symmetry would make $\kappa$ zero.

Isotropy is also needed. For light polarized along $z$, a half turn about $x$ maps $M$ to $-M$ and reverses each of the three $\mu_z$ operators. The contributions of $M$ and $-M$ are therefore opposite and cancel in $\rho$. Unequal populations of $M$ and $-M$ can leave a yield term if the states lack definite parity.

\section{What symmetry says at higher order}

Take both polarizations in one plane. A half turn about the normal to that plane changes $\mathbf E$ into $-\mathbf E$. An isotropic sample must give the same total yields for both fields. Reversing the field adds $\pi$ to both $\phi_1$ and $\phi_2$, so $\Phi=2\phi_1-\phi_2$ increases by $2\pi-\pi=\pi$. For steady fields, whose rates depend on the phases through $\Phi$ alone,
\begin{equation}
\Gamma_q(\Phi+\pi)=\Gamma_q(\Phi).
\end{equation}
A Fourier series in $\Phi$ can then contain even multiples but no term in $\cos\Phi$ or $\sin\Phi$. Terms in $2\Phi$ are not excluded. If the polarizations do not lie in one plane, no rotation reverses the field, and in a chiral sample terms in $\Phi$ itself are not excluded beyond leading order. The absence of phase control over yields is thus a leading-order statement. For $m=3$ the same reversal changes $\Phi$ by $3\pi-\pi=2\pi$ and gives no restriction.

\section{One plus three photons: the yield}

For $m=3$ the relevant tensor has four indices:
\begin{equation}
L_{ijkl}=\mathrm{Tr}\left[\rho\mu_iP_q\mu_jG(E_i+2\omega)\mu_kG(E_i+\omega)\mu_l\right].
\end{equation}
The half-turn argument now requires even numbers of $x$, $y$ and $z$ indices. Quarter turns make the three axes equivalent. Put
\begin{equation}
a=L_{xxyy},\qquad b=L_{xyxy},\qquad c=L_{xyyx}.
\end{equation}
Subtract $a\delta_{ij}\delta_{kl}+b\delta_{ik}\delta_{jl}+c\delta_{il}\delta_{jk}$ from $L_{ijkl}$. The remainder can have only the equal-index components $xxxx$, $yyyy$ and $zzzz$, with one common value $\Lambda$. Contracted four times with a real unit vector $\mathbf v$, it gives $\Lambda(v_x^4+v_y^4+v_z^4)$. This is $\Lambda$ along $x$ but $\Lambda/2$ along $(1,1,0)/\sqrt2$. Invariance requires equality, so $\Lambda=0$ and $L_{zzzz}=a+b+c$.

Each product of Kronecker symbols contracts to the same polarization factor, and $(-1)^4=1$. Hence
\begin{equation}
S_{13}^q=L_{zzzz}\,(\mathbf e_3^*\cdot\mathbf e_1)(\mathbf e_1\cdot\mathbf e_1).
\label{four}
\end{equation}
Rotational symmetry permits this interference. It is absent for circular $\mathbf e_1$, for which $\mathbf e_1\cdot\mathbf e_1=0$, and for crossed linear polarizations. From here on the polarizations are linear and parallel. With $S_{13}^q=|S_{13}^q|e^{i\delta_q}$, (\ref{rate}) becomes
\begin{equation}
\begin{split}
\Gamma_q=2\pi\Big[&\frac{F_3^2S_{11}^q}{4}+\frac{F_1^6S_{33}^q}{64}\\
&+\frac{F_3F_1^3}{8}|S_{13}^q|\cos(3\phi_1-\phi_3+\delta_q)\Big].
\end{split}
\label{control}
\end{equation}
This is the Brumer--Shapiro control law for the total yield of a channel.

\section{Visibility and branching}

Write (\ref{control}) as $\Gamma_q=\bar\Gamma_q[1+v_q\cos(\Phi+\delta_q)]$. Let
\begin{equation}
A_q=\frac{F_3}{2}\sqrt{S_{11}^q},\quad B_q=\frac{F_1^3}{8}\sqrt{S_{33}^q},\quad x_q=\frac{B_q}{A_q}.
\end{equation}
The direct terms are $A_q^2+B_q^2$. The coefficient of the cosine is $2A_qB_q|S_{13}^q|/\sqrt{S_{11}^qS_{33}^q}$. Therefore
\begin{equation}
v_q=\frac{|S_{13}^q|}{\sqrt{S_{11}^qS_{33}^q}}\,\frac{2x_q}{1+x_q^2}.
\end{equation}
The first factor is at most one by the Schwarz inequality. The second reaches one at $x_q=1$ and tends to zero when either route dominates. Complete extinction requires balanced routes and one common ratio of the two amplitudes for all final states in the channel and all initial $M$.

Control of the total rate is not yet control of branching. If $\Gamma_a=C\Gamma_b$ for every $\Phi$, comparison of the constant and oscillating parts gives $\bar\Gamma_a=C\bar\Gamma_b$ and
\begin{equation}
v_ae^{i\delta_a}=v_be^{i\delta_b}.
\end{equation}
The branching ratio depends on $\Phi$ precisely when this equality fails.

\section{Where the channel phase comes from}

Assume time-reversal symmetry, so that $H_0$ can be represented by a real matrix. The projectors for all open channels add to $\delta(E-H_0)$, which is then real. The closed resolvents, the dipole component along the common polarization and $\rho$ are real too, and therefore
\begin{equation}
\mathrm{Im}\sum_qS_{13}^q=0.
\label{sum}
\end{equation}
With one open channel, $\delta_q$ is consequently $0$ or $\pi$.

For two coupled channels in one partial wave, let the real eigenchannel functions have phases $\eta_1,\eta_2$ and let the orthogonal matrix $U$ connect them to the physical channels. If $d_\alpha$ and $t_\alpha$ are the real one- and three-photon amplitudes into eigenchannel $\alpha$, the physical amplitudes are
\begin{equation}
d^q=\sum_\alpha U_{q\alpha}e^{i\eta_\alpha}d_\alpha,\qquad t^q=\sum_\alpha U_{q\alpha}e^{i\eta_\alpha}t_\alpha.
\end{equation}
In $(d^q)^*t^q$ the terms with equal $\alpha$ are real. The two mixed terms give
\begin{equation}
\mathrm{Im}\,S_{13}^q=U_{q1}U_{q2}\sin(\eta_2-\eta_1)(d_1t_2-d_2t_1).
\end{equation}
A phase other than $0$ or $\pi$ thus needs channel mixing, unequal eigenphases, and sources that are not proportional. The sum over $q$ vanishes because the columns of $U$ are orthogonal, in agreement with (\ref{sum}).

\section{One plus two photons: the angular distribution}

Consider one electron leaving an initial $s$ state, with both fields along $z$. Since $\boldsymbol\mu=-\mathbf r$, the coupling is $V_1=V_2=z$. One photon reaches a $p$ wave with amplitude $d$. Two photons reach $s$ and $d$ waves with amplitudes $t_0$ and $t_2$. An outgoing radial wave carries the phase $kr-l\pi/2$, so the amplitude in direction $\vartheta$ is
\begin{equation}
A(\vartheta)=-i\frac{\mathcal E_2}{2}dY_{10}+\frac{\mathcal E_1^2}{4}(t_0Y_{00}-t_2Y_{20}).
\end{equation}
The rate per solid angle is $2\pi|A|^2$. Its interference part is
\begin{equation}
2\pi\frac{F_2F_1^2}{4}\mathrm{Re}\left[i e^{i\Phi}d^*(t_0Y_{00}-t_2Y_{20})\right]Y_{10}.
\end{equation}
Orthogonality of the spherical harmonics removes it from the total yield. It is odd under reversal of direction, so it can make the forward and backward rates unequal. With $x=\cos\vartheta$,
\begin{align}
\int\mathrm{sgn}(x)Y_{10}Y_{00}\,d\Omega&=\sqrt3\int_0^1x\,dx=\frac{\sqrt3}{2},\\
\int\mathrm{sgn}(x)Y_{10}Y_{20}\,d\Omega&=\frac{\sqrt{15}}2\int_0^1(3x^3-x)\,dx=\frac{\sqrt{15}}8.
\end{align}
The forward rate minus the backward rate is therefore
\begin{equation}
\Delta\Gamma_q=2\pi\frac{F_2F_1^2}{4}\mathrm{Re}\left[i e^{i\Phi}d^*\left(\frac{\sqrt3}{2}t_0-\frac{\sqrt{15}}8t_2\right)\right].
\label{fb}
\end{equation}
A hemisphere is not a rotation-invariant selection of final states, which is why the proof of (\ref{zero}) does not apply to it.

\section{A two-channel model}

The model has one electron and a core with two scalar states, $a$ and $b$. The field acts on the electron alone. In hartree, with $r$ in bohr,
\begin{equation}
H_0=\frac{p^2}{2}+\begin{pmatrix}0&0\\0&0.1\end{pmatrix}-\begin{pmatrix}3.0&0.4\\0.4&2.2\end{pmatrix}e^{-r^2/2}.
\end{equation}
These are round model parameters and represent no particular species. The radial equations are solved by finite differences with a step of $0.025$ bohr out to $26$ bohr. The dipole coupling is switched off smoothly between $16$ and $24$ bohr. Scattering solutions are integrated outward and matched to free spherical waves; the closed resolvents are obtained from linear equations. The finite step leaves an error of about $10^{-4}$ hartree in the initial energy and about $0.1\%$ in the rates. Together with the switch-off of the dipole coupling, it shifts the one-plus-three rates tabulated below by up to $0.3\%$ and the quoted phases by up to about $0.05^\circ$, so the last digits belong to this grid and this cutoff.

The initial $s$ state lies at $-0.9865$ hartree. The final energy is chosen as $0.30$ hartree above threshold $a$, so both channels are open. One photon must supply
\begin{equation}
0.30+0.9865=1.2865\ \text{hartree}=35.01\ \text{eV}.
\end{equation}
Three photons of one third this energy pass through virtual energies $-0.558$ and $-0.129$ hartree. Two photons of half this energy pass through $-0.343$ hartree. The nearest bound level that the dipole rules allow at any of these steps is the second $s$ level, at $-0.321$ hartree. It lies $0.19$ hartree from the second virtual energy of the three-photon route. That virtual energy is $0.13$ hartree below threshold $a$, where the continuum begins.

The $\omega$ field has $F_1=0.0020$ a.u., or $1.40\times10^{11}$ W/cm$^2$. For each pair of routes, the harmonic field is set so that the two routes alone give equal total rates. This requires $F_3=8.24\times10^{-8}$ a.u. and $F_2=1.97\times10^{-5}$ a.u.

\section{Reading the yields}

The initial state has $l=0$, so one photon reaches $p$ waves only. In the three-photon route, $f$ waves carry $20\%$ of the rate. They are orthogonal to the $p$ waves and add a background to the yields. For channel $a$ the interfering amplitudes give, in atomic units,
\begin{equation}
\begin{split}
S_{13}^a&=(0.1966-0.2295i)^*(-6.305+9.299i)\\
&=-3.37+0.38i.
\end{split}
\end{equation}
For channel $b$ the product is $-0.40-0.38i$. The imaginary parts cancel, as (\ref{sum}) requires. The phases are $\delta_a=173.5^\circ$ and $\delta_b=-136.1^\circ$, which differ by $50.4^\circ$ modulo a full turn. The visibilities are $v_a=0.884$ and $v_b=0.959$, and the mean rates are $82.2$ and $12.3$ s$^{-1}$. At $\Phi=0$, for example,
\begin{equation}
\Gamma_a=82.2\,[1+0.884\cos173.5^\circ]=10.0\ \text{s}^{-1}.
\end{equation}
The rates at four phases are:
\begin{center}
\begin{tabular}{cccc}
$\Phi$ & $\Gamma_a$ (s$^{-1}$) & $\Gamma_b$ (s$^{-1}$) & fraction in $b$\\
$0^\circ$ & 10.0 & 3.79 & 0.275\\
$90^\circ$ & 74.0 & 20.4 & 0.216\\
$180^\circ$ & 154.4 & 20.8 & 0.119\\
$270^\circ$ & 90.4 & 4.11 & 0.044
\end{tabular}
\end{center}
Over a full turn of $\Phi$ the fraction in $b$ ranges from $0.013$ to $0.380$. By (\ref{sum}) the total rate varies as a constant plus a multiple of $\cos\Phi$. The phases $90^\circ$ and $270^\circ$ therefore have the same total rate, $94.5$ s$^{-1}$, but they differ fivefold in this fraction. Going from one to the other redistributes the products without changing how many are formed.

\section{Reading the angular distributions}

With one and two photons the channel rates are $4.83\times10^6$ s$^{-1}$ for $a$ and $5.93\times10^5$ s$^{-1}$ for $b$. At leading order they do not depend on $\Phi$, and the fraction in $b$ stays at $0.109$. Dividing (\ref{fb}) by these rates gives
\begin{align}
\Delta\Gamma_a/\Gamma_a&=0.358\cos(\Phi+57.7^\circ),\\
\Delta\Gamma_b/\Gamma_b&=0.362\cos(\Phi+100.2^\circ).
\end{align}
The forward share of a channel is $\frac12(1+\Delta\Gamma_q/\Gamma_q)$. In channel $a$ it varies between $0.32$ and $0.68$.

The different phases matter if a detector accepts only the forward hemisphere. At $\Phi=0$ the asymmetries are $0.191$ and $-0.064$, so the detected fraction in $b$ is
\begin{equation}
\frac{0.593(1-0.064)}{0.593(1-0.064)+4.83(1+0.191)}=0.088.
\end{equation}
At $\Phi=180^\circ$ both asymmetries change sign and the fraction is $0.139$. The detected branching depends on phase although the total branching does not. Collection over all directions removes this effect, so that any phase dependence left in the branching is control of yields.

Numbers in the example were calculated in double precision.
